# Fisher's Linear Tail Tested Against Whipple's Solution for Grain-Boundary Diffusion

**The argument under review.** A tracer is held at constant concentration on the surface of a polycrystal and the specimen is then sectioned. The logarithm of the layer concentration $\bar c$, plotted against depth $y$, gives a falling line with a correlation coefficient very close to $-1$. The manuscript reasons as follows: Fisher's solution predicts a linear tail; the tail is linear; hence Fisher's solution holds, and its slope yields the product $P=\delta D_b$ of boundary width and boundary diffusivity.

The last step does not follow from the first two. The question is what slope the full solution of the same model has, and what value of $P$ results when that slope is read with Fisher's formula.

## The model and Fisher's formula

Consider one flat boundary normal to the surface, with lattice diffusivity $D\ll D_b$, no segregation, and neighbouring boundaries much farther away than $\sqrt{Dt}$. Let $x$ be the distance from the boundary into one grain, and measure concentrations in units of the surface value. The lattice obeys the diffusion equation. The boundary gains solute along its length and loses it to two grains:

$$\delta\,\frac{\partial c_b}{\partial t}=P\frac{\partial^2c_b}{\partial y^2}+2D\left.\frac{\partial c}{\partial x}\right|_{x=0}.$$

For $\delta\ll\sqrt{Dt}$ the storage term on the left is small at moderate depth, but its relative effect grows with depth. I drop it here and estimate it below. With $t$ the total annealing time, define

$$\xi=\frac{x}{\sqrt{Dt}},\quad \eta=\frac{y}{\sqrt{Dt}},\quad \beta=\frac{P}{2D\sqrt{Dt}},\quad w=\frac{\eta}{\sqrt\beta},$$

and let $\tau$ be time divided by $t$, so that the anneal ends at $\tau=1$. Dividing the balance by $2D/\sqrt{Dt}$ gives

$$\beta c_{\eta\eta}+c_\xi=0\quad\text{at }\xi=0. \tag{1}$$

Fisher takes the lateral flux to be that of a grain whose face has had its present concentration since the start: $-c_\xi=c_b/\sqrt\pi$ at $\tau=1$. Since $\beta\,\partial_\eta^2=\partial_w^2$, equation (1) becomes $c_b''=c_b/\sqrt\pi$, and the decaying solution is

$$c_b=e^{-\pi^{-1/4}w}.$$

The assumed lateral profile $\operatorname{erfc}(\xi/2)$ has the same area factor at every depth, so $\bar c$ has the same logarithmic slope. From the definitions,

$$w^2=\frac{2y^2}{P}\sqrt{\frac Dt}. \tag{2}$$

Hence $L=-d\ln\bar c/dy=\pi^{-1/4}w/y$, and solving for $P$ gives Fisher's estimate

$$P_F=\frac{2}{\sqrt\pi}\sqrt{\frac Dt}\,\frac1{L^2}. \tag{3}$$

The linear law thus rests on an assumed flux. It is not the solution of the model.

## Whipple's solution

Write $c=\operatorname{erfc}(\eta/2\sqrt\tau)+u$. The first term is diffusion straight in from the surface, and its Laplace transform in $\tau$ is $e^{-\eta\sqrt p}/p$. The remainder $u$ vanishes initially and at $\eta=0$. Take its Laplace transform in $\tau$ and then its sine transform $\int_0^\infty\sin(\mu\eta)(\cdot)\,d\eta$. The lattice equation becomes

$$\hat u_{\xi\xi}=q^2\hat u,\qquad q^2=p+\mu^2,\qquad \hat u=Ae^{-q\xi}.$$

In (1), the second $\eta$-derivative of the direct term has Laplace transform $e^{-\eta\sqrt p}$, whose sine transform is $\mu/(\mu^2+p)=\mu/q^2$. Therefore

$$-(\beta\mu^2+q)A=-\frac{\beta\mu}{q^2},\qquad A=\frac{\beta\mu}{q^2(q+\beta\mu^2)}.$$

To invert in time, put $s=p+\mu^2$, which produces a factor $e^{-\mu^2}$ at $\tau=1$, and use

$$\frac1{\sqrt s+\beta\mu^2}=\int_0^\infty e^{-v(\sqrt s+\beta\mu^2)}dv .$$

Since $e^{-a\sqrt s}/s$ inverts to $\operatorname{erfc}(a/2)$ at unit time, the substitution $\sigma=1+\beta v$ gives the sine transform of $u$ at $\tau=1$, for which I keep the symbol $\hat u$:

$$\hat u=\mu\int_1^\infty e^{-\mu^2\sigma}\operatorname{erfc}\!\left[\tfrac12\!\left(\xi+\tfrac{\sigma-1}{\beta}\right)\right]d\sigma .$$

The inverse sine transform needs $\frac2\pi\int_0^\infty\mu e^{-\mu^2\sigma}\sin(\mu\eta)\,d\mu=\eta e^{-\eta^2/4\sigma}/(2\sqrt\pi\,\sigma^{3/2})$. The result is Whipple's solution for $D_b\gg D$:

$$c=\operatorname{erfc}\frac\eta2+\frac{\eta}{2\sqrt\pi}\int_1^\infty\frac{e^{-\eta^2/4\sigma}}{\sigma^{3/2}}\operatorname{erfc}\!\left[\tfrac12\!\left(\xi+\tfrac{\sigma-1}\beta\right)\right]d\sigma. \tag{4}$$

Sectioning measures the integral over $\xi$. With $\operatorname{ierfc}(z)=\int_z^\infty\operatorname{erfc}(z')\,dz'$, the excess per side is

$$Q=\frac{\eta}{\sqrt\pi}\int_1^\infty\frac{e^{-\eta^2/4\sigma}}{\sigma^{3/2}}\operatorname{ierfc}\!\left(\frac{\sigma-1}{2\beta}\right)d\sigma. \tag{5}$$

A finite-difference solution of the diffusion problem at $\beta=5$ supports both formulas. At $\eta=8$, for instance, it gives a layer excess of 0.02986, against 0.02985 from (5).

## The slope for large $\beta$

Let $\beta\to\infty$ at fixed $w$. The direct term vanishes, and so does lattice diffusion along depth, because $\partial_\eta^2=\beta^{-1}\partial_w^2$. The Laplace-transformed lattice profile is then $\tilde c_b e^{-\sqrt p\,\xi}$. Equation (1) becomes $\tilde c_b''=\sqrt p\,\tilde c_b$, with $\tilde c_b(0)=1/p$, so

$$\tilde c_b=\frac{e^{-wp^{1/4}}}{p},\qquad \tilde G=\frac{\tilde c_b}{\sqrt p}=\frac{e^{-wp^{1/4}}}{p^{3/2}}, \tag{6}$$

where $G(w)$ is the limit of $Q$. Expand the exponential and invert at $\tau=1$ on a contour wrapped around the negative $p$ axis. There $e^p$ decays faster than the expanded terms grow, and $p^{-a}$ inverts to $1/\Gamma(a)$ for every $a$. This gives

$$G(w)=\sum_{n=0}^\infty\frac{(-w)^n}{n!\,\Gamma(\frac32-\frac n4)}. \tag{7}$$

Define $\lambda(w)=-d\ln G/dw$. The measured local slope is $L=\lambda w/y$. Inserting this in (3) and using (2) gives

$$\frac{P_F}{P}=\frac1{\sqrt\pi\,\lambda^2}. \tag{8}$$

Fisher's formula would be right where $\lambda=\pi^{-1/4}=0.751$. No such depth exists in this limit. To see this, let $h=-G'$, with transform $p^{-5/4}e^{-wp^{1/4}}$. Then $-h'$ has transform $\tilde c_b$, so $h'=-c_b<0$ and $h$ decreases with depth.

Next, $\tilde G=p^{-1/4}\tilde h$, and $p^{-1/4}$ is the transform of $\tau^{-3/4}/\Gamma(\frac14)$. Rescaling $p$ shows that at time $\tau$ the function $h$ becomes $\tau^{1/4}h(w\tau^{-1/4})$. The convolution theorem gives

$$G(w)=\frac1{\Gamma(\frac14)}\int_0^1(1-\tau)^{-3/4}\tau^{1/4}h(w\tau^{-1/4})\,d\tau .$$

For $\tau\le1$ the argument of $h$ is at least $w$, so $h(w\tau^{-1/4})\le h(w)$. The remaining beta integral equals $\Gamma(\frac14)\Gamma(\frac54)/\Gamma(\frac32)$. Hence $G\le h\,\Gamma(\frac54)/\Gamma(\frac32)$, and because $\lambda=h/G$,

$$\lambda(w)\ge\frac{\Gamma(3/2)}{\Gamma(5/4)}=0.978,\qquad \frac{P_F}{P}\le0.590. \tag{9}$$

Equality holds at $w=0$. A least-squares slope is a weighted mean, with positive weights, of the slopes between pairs of points, so the bound also covers a line fitted over any window. In this limit Fisher's formula underestimates $P$ by a factor of at least 1.69.

## Where the flux assumption fails

The lateral flux at the end of the anneal depends on the whole history of the boundary concentration:

$$J=\int_0^1\frac{\partial c_b/\partial\tau}{\sqrt{\pi(1-\tau)}}\,d\tau\;\ge\;\frac{c_b}{\sqrt\pi}.$$

The inequality holds because $c_b$ rises in time and $1/\sqrt{1-\tau}\ge1$. Solute that arrived recently has a steep profile in the grain and leaks faster than Fisher assumes. The true flux is 1.31 times his estimate at $w=1$ and 1.88 times at $w=3$, where each estimate uses the true $c_b$.

The faster leakage lowers the boundary concentration. Let $\varphi$ be Fisher's $c_b$ minus the true one. Since the true one satisfies $c_b''=J$, we have $\varphi''\le\varphi/\sqrt\pi$, with $\varphi=0$ at $w=0$ and at infinity. A negative minimum would need $\varphi''\ge0$, but the inequality makes $\varphi''$ negative there. So $\varphi\ge0$. At $w=3$ Fisher gives 0.105, while the true value is 0.058.

At $w=0$ the surface concentration has been constant since the start and the flux estimate is correct. The slope of $c_b$ is still wrong there, because it supplies the leakage at all greater depths: by (6) it is $-1/\Gamma(\frac34)=-0.816$, against Fisher's $-0.751$. The logarithmic slope of the layer concentration is steeper still, 0.978 in magnitude, because the amount of solute in the grain per unit of $c_b$ also falls with depth, whereas Fisher takes it as constant.

## The deep tail and the 6/5 plot

For large $w$, invert $\tilde G$ by the saddle-point method. The exponent $f=p-wp^{1/4}$ is stationary at $p_0=(w/4)^{4/3}$. There $w=4p_0^{3/4}$, so

$$f(p_0)=-3p_0,\qquad f''(p_0)=\frac{3w}{16}p_0^{-7/4}=\frac3{4p_0}.$$

The Gaussian integral along the vertical line through $p_0$ contributes $1/\sqrt{2\pi f''}=\sqrt{2p_0/3\pi}$. Multiplying by $p_0^{-3/2}$ gives

$$G\simeq\sqrt{\frac2{3\pi}}\;\frac{e^{-3p_0}}{p_0},\qquad \lambda\simeq\left(\frac w4\right)^{1/3}. \tag{10}$$

Relative to the series (7), this expression for $G$ is off by 9.0% at $w=20$ and 3.6% at $w=40$. With boundary storage neglected, the final decay is therefore exponential in $w^{4/3}$, and by (8) the ratio $P_F/P$ tends to zero with depth. Measuring farther into the tail makes the linear analysis worse.

A plot against $y^{6/5}$ lies between the two laws. Its coefficient is

$$A(w)=-\frac{d\ln G}{d(w^{6/5})}=\frac{\lambda}{1.2\,w^{1/5}} .$$

It diverges as $w\to0$, where $\lambda$ is finite, and grows as $w^{2/15}$ at large $w$, so it has a minimum in between. Numerically this is $A=0.762$ at $w\approx5.75$, and $A$ stays within 2% of it from about $w=3$ to $w=11$. The power 6/5 is thus a good description over a window, not an asymptotic law.

With $S=-d\ln\bar c/dy^{6/5}=A(w/y)^{6/5}$, we have $(y/w)^2=(A/S)^{5/3}$, and (2) gives

$$P=2A^{5/3}\sqrt{\frac Dt}\,S^{-5/3}=1.270\sqrt{\frac Dt}\,S^{-5/3}. \tag{11}$$

The prefactor uses the minimum value of $A$, so for large $\beta$ equation (11) errs on the low side, by at most $1.02^{5/3}-1\approx3$% where $A$ is within 2% of its minimum. The prefactor 1.322 often quoted for a constant source corresponds to $A=0.78$.

## The manuscript's procedure on data with known $P$

Take round model parameters: $D=10^{-18}$ m²/s, $t=10^4$ s, $\delta=0.5$ nm and $D_b=2\times10^{-13}$ m²/s. Then $P=10^{-22}$ m³/s, $\sqrt{Dt}=100$ nm and

$$\beta=\frac{10^{-22}}{2\times10^{-18}\times10^{-7}}=500 .$$

Generate 21 noise-free layer values from (5) between 5 and 15 µm, that is, from $w=2.24$ to $w=6.71$. The layer excess falls by 2.40 decades. The depths are at least $50\sqrt{Dt}$, so direct lattice penetration is negligible.

A straight line through $\ln\bar c$ has $R^2=0.9994$ and slope $L=0.5522$ µm⁻¹. With $\sqrt{D/t}=10^{-11}$ m/s, formula (3) gives

$$P_F=\frac{1.128\times10^{-11}}{(5.522\times10^5)^2}\ \text{m}^3/\text{s}=3.70\times10^{-23}\ \text{m}^3/\text{s}.$$

This is 0.37 of the input, too low by a factor of 2.7. The ratio can be split as $0.590\times0.627$. The first factor is the error of the large-$\beta$ profile at $w=0$; the second comes from the further steepening of that profile between $w=0$ and the window.

The correlation coefficient gives no warning, because it measures how much of a large fall a line reproduces, not whether the slope has Fisher's meaning. The largest residual is 0.08 in $\ln\bar c$, about 8% in concentration, which experimental scatter of similar size could hide. In these noise-free data, splitting the window exposes the curvature. The line through 5–10 µm gives $P_F/P=0.41$ with $R^2=0.9998$; the line through 10–15 µm gives 0.34 with $R^2=0.9999$. Each line looks better than the full one, yet they disagree with each other and both are far from the input.

The same data plotted against $y^{6/5}$ have slope $S=0.2917$ µm$^{-6/5}$, and (11) returns $P=9.90\times10^{-23}$ m³/s, 1% below the input.

Two approximations need checking. The first is the limit of large $\beta$ used in (9). At $w=3$ the slope $\lambda$ from (5) is 1.148 for $\beta=10$ and 1.161 for $\beta=500$, the latter equal to the limiting value at this precision. The bound is proved only in the limit. At finite $\beta$ it fails near the surface: the excess (5) starts from zero, first rises with depth, and its slope reaches 0.978 only at $\eta$ of about 4 to 5 for $\beta$ between 10 and 500, which is $w\approx1.3$ for $\beta=10$. At $w=3$, however, even $\beta=10$ gives $P_F/P=0.43$.

The second is storage in the boundary. Keeping it adds $\alpha\,\partial c_b/\partial\tau$ to the scaled balance, with $\alpha=\delta/(2\sqrt{Dt})=0.0025$. In (6) the exponent becomes $-wp^{1/4}\sqrt{1+\alpha\sqrt p}$, and counting the solute in the half-slab multiplies $\tilde G$ by $1+\alpha\sqrt p$. The layer excess changes by $-0.04$% at 5 µm and $-1.4$% at 15 µm. Over a total fall of 5.5 in $\ln\bar c$ this alters the mean slope by about 0.3%, far too little to affect the conclusion. The correction is not uniform in depth. Expanding the square root at the saddle point gives a change of about $-\alpha w^2/8$ in $\ln\bar c$ deep in the tail, so storage is negligible only where $\alpha w^2/8\ll1$. For $\delta/\sqrt{Dt}=0.1$ this quantity is 0.76 at $w=11$, and (11) fitted over $3<w<11$ then returns a $P$ about 12% low.

## Consequences for the manuscript

Where boundary storage is negligible, the reported $P$ should be re-evaluated from the $y^{6/5}$ slope if $\beta$ is about 10 or more and the data lie roughly within $3<w<11$. Outside these ranges (5) can be fitted directly, provided that storage is still negligible and that direct lattice penetration is either negligible or included in the fit. For $\beta\ll1$ at fixed $\eta$, however, (5) becomes $\beta$ times a function of $\eta$ alone. The shape of the profile then hardly determines $P$, and the absolute amount of solute per boundary area is needed as well. Since $w$ and $\beta$ depend on $P$, their ranges must be checked with the resulting value. Within the ranges given for the $y^{6/5}$ slope, equation (3) remains usable as an order-of-magnitude estimate, low by a factor of roughly 2 to 4.

The activation energy may suffer less than the absolute values. By (8), $\ln P_F=\ln P-\ln(\sqrt\pi\lambda^2)$. If $\beta$ was large throughout and every temperature was analysed over the same range of $w$, the last term is nearly constant and leaves the Arrhenius slope of $P$ unchanged. If the range of $w$ drifted with temperature, the term drifts too and biases the activation energy. The authors should therefore state the range of $w$ for each anneal.

These corrections apply to a constant surface source, isolated flat boundaries normal to the surface and no segregation. In a polycrystal many boundaries are inclined, which lengthens the path to a given depth, so the formulas then return a value of $P$ that is somewhat too low. A thin, exhaustible tracer layer has a different surface condition and needs its own solution. The slopes, coefficients and fits of the worked example are collected in the numerical output.

## Computed values

```
Direct solution against Whipple, beta = 5 (dimensionless)
eta= 4.0 boundary: 0.23694 / 0.23692  layer: 0.21483 / 0.21486
eta= 8.0 boundary: 0.03905 / 0.03905  layer: 0.02986 / 0.02985
eta=12.0 boundary: 0.00522 / 0.00522  layer: 0.00342 / 0.00342
Boundary: w, true c_b, Fisher c_b, true flux/Fisher flux estimate
 1.0  0.4214  0.4718  1.314
 2.0  0.1629  0.2226  1.604
 3.0  0.0583  0.1050  1.877
Fisher slope = 0.7511, smallest true slope = 0.9777
Upper bound of P_F/P = 0.5902, least underestimate factor = 1.694
Local values: w, slope, P_F/P, 6/5 coefficient A
   1  1.0443  0.5174  0.8702
   2  1.1051  0.4620  0.8017
   4  1.2133  0.3832  0.7663
   6  1.3078  0.3298  0.7616
   8  1.3920  0.2912  0.7653
  10  1.4681  0.2618  0.7719
Minimum A = 0.7616 at w = 5.75
A within 2% of minimum on grid: w = 3.0 to 11.2
Prefactor 2 A^(5/3) = 1.2702, Fisher prefactor = 1.1284
Deep-tail formula error: 9.0 % at w=20, 3.6 % at w=40
Slope at w=3 for finite beta:
beta=  10 slope=1.1483 P_F/P=0.4279
beta= 100 slope=1.1599 P_F/P=0.4193
beta= 500 slope=1.1610 P_F/P=0.4186
beta to infinity: slope=1.1612
Input: D=1.0e-18 m^2/s, t=1.0e+04 s, Db=2.0e-13 m^2/s
delta=0.50 nm, P=1.000e-22 m^3/s
sqrt(Dt)=100.0 nm, beta=500.0, Db/D=2.0e+05
Depth 5 to 15 um: w = 2.236 to 6.708
ln layer excess: -2.2260 to -7.7438, fall = 2.40 decades
Linear 5-15 um: slope=0.5522 /um, R2=0.99943, max residual=0.0797
  P_F=3.701e-23 m^3/s, P_F/P=0.3701, factor low=2.70
  error split: constant 0.5902 x curvature 0.6270
Linear 5-10 um: slope=0.5274 /um, R2=0.99981, max residual=0.0200
  P_F=4.057e-23 m^3/s, P_F/P=0.4057, factor low=2.46
Linear 10-15 um: slope=0.5764 /um, R2=0.99988, max residual=0.0173
  P_F=3.397e-23 m^3/s, P_F/P=0.3397, factor low=2.94
6/5 fit: slope=0.29166 um^(-6/5), R2=0.999982, max residual=0.0189
  P=9.903e-23 m^3/s, ratio to input=0.9903
Boundary storage changes layer excess by -0.04 % (5 um), -1.42 % (15 um)
```
